\section*{Transverse spin susceptibility of a band ferromagnet in the random-phase approximation, part 2}

A band ferromagnet has one band $\varepsilon_{\mathbf k}=\varepsilon_{-\mathbf k}$ in a volume $V$, a contact repulsion $g\int d^3r\,n_\uparrow n_\downarrow$ ($g$ in $\mathrm{J\,m^3}$) and a Zeeman term $-\frac h2(N_\uparrow-N_\downarrow)$. The $z$ axis points along the majority spin $\uparrow$, and $m=n_\uparrow-n_\downarrow>0$. For the Hubbard model on $N$ sites, $g/V$ becomes $U/N$ and densities are per site.

We seek the response to spin flips $O_{\mathbf k}=c^\dagger_{\mathbf k+\mathbf q\downarrow}c_{\mathbf k\uparrow}$, with $S_{\mathbf q}=\sum_{\mathbf k}O_{\mathbf k}$. A probe $\delta H=-b\,e^{-i\omega t}S_{\mathbf q}+\text{h.c.}$ produces $\langle S^\dagger_{\mathbf q}\rangle/V=\chi\,b\,e^{-i\omega t}$. We write $z=\hbar\omega+i0$, $f_{\mathbf k\sigma}=\langle c^\dagger_{\mathbf k\sigma}c_{\mathbf k\sigma}\rangle$, $w_{\mathbf k}=f_{\mathbf k\uparrow}-f_{\mathbf k+\mathbf q\downarrow}$ and $E_{\mathbf k}=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}+\Delta$.

The first derivation started from the exact commutator
\begin{equation}
[H_{\rm int},O_{\mathbf k}]=\frac gV\sum_{\mathbf{Qp}}\Big\{c^\dagger_{\mathbf p+\mathbf Q\uparrow}c_{\mathbf p\uparrow}c^\dagger_{\mathbf k+\mathbf q-\mathbf Q\downarrow}c_{\mathbf k\uparrow}
-c^\dagger_{\mathbf k+\mathbf q\downarrow}c_{\mathbf k-\mathbf Q\uparrow}c^\dagger_{\mathbf p-\mathbf Q\downarrow}c_{\mathbf p\downarrow}\Big\}.
\label{comm}
\end{equation}
Replacing one pair of operators by its average, in every possible way, gave the gap equation $\Delta=gm+h$. The equation of motion for $G_{\mathbf k}(t)=(i/\hbar)\theta(t)\langle[O^\dagger_{\mathbf k}(t),S_{\mathbf q}]\rangle$ then gave the random-phase approximation (RPA)
\begin{equation}
\chi=\frac{\chi_0}{1-g\chi_0},\qquad
\chi_0(\mathbf q,\omega)=\frac1V\sum_{\mathbf k}\frac{f_{\mathbf k\uparrow}-f_{\mathbf k+\mathbf q\downarrow}}{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}+\Delta-z}.
\label{rpa}
\end{equation}
Its $\mathbf q=0$ pole lies at $\Delta-gm=h$, the exact value. In a plane-wave determinant the discarded terms do not contribute to
\begin{equation}
M_{\mathbf{kk'}}\equiv\langle[O^\dagger_{\mathbf k},[H,O_{\mathbf k'}]]\rangle=w_{\mathbf k}E_{\mathbf k}\delta_{\mathbf{kk'}}-\frac gV\,w_{\mathbf k}w_{\mathbf k'} .
\label{M}
\end{equation}
A program checked this on a five-site Hubbard ring.

\section{Second derivation: response to the self-consistent field}

Here the starting point is the energy of a general determinant, allowed to have spin components in any direction and to depend on time. Let $n=\langle\psi^\dagger\psi\rangle$ and $\mathbf m=\langle\psi^\dagger\boldsymbol\sigma\psi\rangle$ at a point, and $s=\langle\psi^\dagger_\uparrow\psi_\downarrow\rangle=(m_x+im_y)/2$. Wick's theorem gives a direct and an exchange pairing,
\begin{equation}
\langle\psi^\dagger_\uparrow\psi^\dagger_\downarrow\psi_\downarrow\psi_\uparrow\rangle=n_\uparrow n_\downarrow-|s|^2=\frac{n^2-m_z^2}{4}-\frac{m_x^2+m_y^2}{4}=\frac{n^2-|\mathbf m|^2}{4}.
\label{func}
\end{equation}
At given $n$ the interaction energy depends on $\mathbf m$ only through its length, not its direction. Its variation is $\tfrac g2\int(n\,\delta n-\mathbf m\cdot\delta\mathbf m)$, which is the variation of the average of a one-body potential; with the Zeeman term,
\begin{equation}
v=\frac{gn}{2}-\frac g2\,\mathbf m\cdot\boldsymbol\sigma-\frac h2\sigma_z .
\end{equation}
For the uniform state $\mathbf m=m\hat z$ the diagonal elements give $E_{\mathbf k\uparrow}=\varepsilon_{\mathbf k}+gn_\downarrow-h/2$ and $E_{\mathbf k\downarrow}=\varepsilon_{\mathbf k}+gn_\uparrow+h/2$, whose difference is $\Delta=gm+h$. The $\downarrow\uparrow$ element of $\mathbf m\cdot\boldsymbol\sigma$ is $m_x+im_y=2s$, so a transverse spin density adds $-g\int s(\mathbf r,t)\,\psi^\dagger_\downarrow\psi_\uparrow+\text{h.c.}$ to the one-body Hamiltonian.

Under the probe, $s(\mathbf r,t)=s\,e^{i\mathbf q\cdot\mathbf r-i\omega t}$ with $s\,e^{-i\omega t}=\langle S^\dagger_{\mathbf q}\rangle/V$. The induced term then has the form of the probe itself, and the electrons feel $b_{\rm eff}=b+gs$. The changes of $n$ and $m_z$ are of second order in $b$, since the probe changes $N_\uparrow-N_\downarrow$ by two units and must act twice to restore it.

The time-dependent Hartree--Fock equation for the density matrix $\rho_{\alpha\beta}=\langle c^\dagger_\beta c_\alpha\rangle$ is $i\hbar\dot\rho=[\mathcal H[\rho],\rho]$, with $\mathcal H$ the one-body Hamiltonian. To first order, $i\hbar\,\delta\dot\rho=[\mathcal H_0,\delta\rho]+[\delta\mathcal H,\rho_0]$. Take $\alpha=(\mathbf k+\mathbf q\downarrow)$ and $\beta=(\mathbf k\uparrow)$, for which $\delta\mathcal H_{\alpha\beta}=-b_{\rm eff}e^{-i\omega t}$, $E_\alpha-E_\beta=E_{\mathbf k}$, and $[\delta\mathcal H,\rho_0]_{\alpha\beta}=\delta\mathcal H_{\alpha\beta}(f_\beta-f_\alpha)=\delta\mathcal H_{\alpha\beta}w_{\mathbf k}$. The amplitude obeys
\begin{equation}
z\,\delta\rho_{\mathbf k}=E_{\mathbf k}\,\delta\rho_{\mathbf k}-w_{\mathbf k}(b+gs),\qquad s=\frac1V\sum_{\mathbf k}\delta\rho_{\mathbf k}.
\label{tdhf}
\end{equation}
Solving for $\delta\rho_{\mathbf k}$ and summing gives $s=\chi_0(b+gs)$, and $\chi=s/b$ is Eq.~\eqref{rpa}.

In this form the zero mode can be written down from symmetry. Rotate all spins by a small angle $\theta$ about $y$. The rotation is $1+\tfrac\theta2J$ with $J=-i\sigma_y$, $J_{\downarrow\uparrow}=1$, so $\delta\rho=\tfrac\theta2[J,\rho_0]$ has elements $\delta\rho_{\mathbf k}=\tfrac\theta2(f_{\mathbf k\uparrow}-f_{\mathbf k\downarrow})=\tfrac\theta2w_{\mathbf k}$, and $s=\theta m/2$. Inserted in \eqref{tdhf} at $\mathbf q=0$, $b=0$, this requires $z\,\tfrac\theta2w_{\mathbf k}=(\Delta-gm)\tfrac\theta2w_{\mathbf k}$. The rigid rotation is an eigenvector with $z=\Delta-gm$. At $h=0$ the rotated state is another static solution, because the exchange field $g\mathbf m$ turns with $\mathbf m$ and exerts no torque on it. This is the Goldstone mode of the broken spin-rotation symmetry.

\section{What each derivation assumes}

Both roads need a reference state with a one-body density matrix diagonal in $\mathbf k$ and $\sigma$, and both retain a single spin-flip pair at a time. They agree because \eqref{tdhf} is the equation for $G_{\mathbf k}$ with $\delta\rho_{\mathbf k}=bG_{\mathbf k}$. They differ in what is postulated.

The equation of motion postulates a truncation of an operator identity. It uses the explicit form of $H$ and delivers $\Delta=gm+h$ as a by-product, so an inconsistent splitting cannot arise in it. It shows what is thrown away: the normal-ordered part of \eqref{comm}, in which the spin flip is accompanied by a second particle--hole pair. It does not say which occupations to use. Equation \eqref{M} is exact for any plane-wave determinant, and on the ring the occupations were simply chosen; if one inserted correlated occupation numbers instead, the pole at $h$ would survive, but \eqref{M} would no longer be exact.

The self-consistent-field road postulates that the state stays a determinant at all times and that the potential follows the instantaneous density matrix. It uses only the energy functional \eqref{func}, which also selects the reference state by minimization. It shows that the zero mode needs only that the functional be invariant under spin rotation and that the static potential and the induced potential be derived from the same functional. It therefore extends to other local functionals: if a uniform system has $v=-\tfrac12\Delta(n,|\mathbf m|)\,\hat{\mathbf m}\cdot\boldsymbol\sigma$, the $\downarrow\uparrow$ element to first order in the tilt is $-\tfrac12\Delta\cdot 2s/m$, so the transverse coupling is $\Delta/m$ whatever the function $\Delta$. It gives no direct view of the neglected terms.

The comparison separates two conditions that are both called self-consistency. The first is $\Delta=gm[f]+h$, and it alone fixes the $q=0$ pole. The second is that $f_{\mathbf k\sigma}$ be the Fermi function of $E_{\mathbf k\sigma}$ with one chemical potential. Together with the first it determines $m$, and at $T=0$ with partial polarization it makes the continuum touch zero, as shown below. Neither condition guarantees that the mode has positive energy at $q\neq0$.

\section{The mean-field state of a parabolic band}

Closed forms exist for $\varepsilon=ak^2$, $a=\hbar^2/2m^*$, in three dimensions at $T=0$. Each spin fills a sphere, $n_\sigma=k_\sigma^3/6\pi^2$, $\varepsilon_{F\sigma}=ak_\sigma^2$, with kinetic energy density $\tfrac35n_\sigma\varepsilon_{F\sigma}$. With $\zeta=m/n$, $k_F=(3\pi^2n)^{1/3}$, $\varepsilon_F=ak_F^2$ and $r=gn/\varepsilon_F$, one has $k_{\uparrow,\downarrow}=k_F(1\pm\zeta)^{1/3}$ and an energy per electron
\begin{equation}
\frac{E}{N\varepsilon_F}=\frac3{10}\left[(1+\zeta)^{5/3}+(1-\zeta)^{5/3}\right]+\frac r4(1-\zeta^2)-\frac{h\zeta}{2\varepsilon_F}.
\end{equation}
Setting the derivative to zero gives $(1+\zeta)^{2/3}-(1-\zeta)^{2/3}=r\zeta+h/\varepsilon_F$, which is $\varepsilon_{F\uparrow}-\varepsilon_{F\downarrow}=\Delta$. At $h=0$ the derivative is $\tfrac12\zeta\,[R(\zeta)-r]$ with $R=[(1+\zeta)^{2/3}-(1-\zeta)^{2/3}]/\zeta=\tfrac43+\tfrac8{81}\zeta^2+\dots$. The odd binomial coefficients of the power $2/3$ are all positive, so $R$ rises monotonically from $4/3$ to $R(1)=2^{2/3}$. For $4/3<r<2^{2/3}$ there is one root, the derivative changes from negative to positive there, and the state is a partially polarized minimum among uniform collinear states, with $\Delta=a(k_\uparrow^2-k_\downarrow^2)$. For $r>2^{2/3}$ the state is saturated: $k_\downarrow=0$, $m=n$, $\Delta=gn>\varepsilon_{F\uparrow}$.

\section{Spin-wave stiffness}

At $h=0$ the pole condition is $1/g=V^{-1}\sum_{\mathbf k}w_{\mathbf k}/(\Delta+x_{\mathbf k})$ with $x_{\mathbf k}=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}-\hbar\omega$. For $|\mathbf q\cdot\nabla\varepsilon|\ll\Delta$ on the occupied states, expand $1/(\Delta+x)=1/\Delta-x/\Delta^2+x^2/\Delta^3-\dots$, counting $\hbar\omega$ as of order $q^2$. The zeroth term is $m/\Delta=1/g$ and cancels the left side by the gap equation. For the others, shift $\mathbf k\to\mathbf k-\mathbf q$ in the $\downarrow$ part so that the occupations need not be expanded:
\begin{align}
A&=\frac1V\sum_{\mathbf k}\big[f_\uparrow(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k})+f_\downarrow(\varepsilon_{\mathbf k-\mathbf q}-\varepsilon_{\mathbf k})\big]=\frac1V\sum_{\mathbf k}\frac{f_\uparrow+f_\downarrow}2\,(\mathbf q\cdot\nabla)^2\varepsilon ,\\
\mathcal B&=\frac1V\sum_{\mathbf k}(f_\uparrow-f_\downarrow)(\mathbf q\cdot\nabla\varepsilon)^2 ,
\end{align}
both to order $q^2$; the terms linear in $\mathbf q$ vanish by inversion symmetry. The condition becomes $-(A-m\hbar\omega)/\Delta^2+\mathcal B/\Delta^3=0$, so $m\hbar\omega=A-\mathcal B/\Delta$. Cubic symmetry makes both second-rank tensors proportional to the unit tensor, and $\hbar\omega=Dq^2$ with
\begin{equation}
D=\frac1{mV}\sum_{\mathbf k}\left[\frac{f_\uparrow+f_\downarrow}{2}\,\frac{\partial^2\varepsilon}{\partial k_x^2}-\frac{f_\uparrow-f_\downarrow}{\Delta}\left(\frac{\partial\varepsilon}{\partial k_x}\right)^2\right].
\label{D}
\end{equation}
The first term is the kinetic cost of twisting the spins rigidly; the second is the gain from admixing pair states across the splitting. Their difference has no fixed sign for a general band, and $D<0$ signals that the uniform state is unstable against a long-wavelength spiral. Equation \eqref{D} holds within RPA at any temperature with $m\ne0$. The program tests it on a simple cubic band with hopping $t$ and lattice constant $a_0$ at $k_BT=0.5\,t$, $\Delta=2t$, $\mu=-4t$, where $m=0.1048$ per site and $U=\Delta/m=19.08\,t$: the formula and the numerically located pole along two directions give $D=0.04437\,ta_0^2$. This $U$ exceeds the bandwidth $12t$, and repeated scattering between opposite spins, which the mean field omits, strongly screens such a coupling; the case tests the formula and is not evidence that the dilute Hubbard model orders.

For the parabolic band $\partial_x^2\varepsilon=2a$, $(\partial_x\varepsilon)^2=4a^2k_x^2$, and $V^{-1}\sum f_\sigma k_x^2=\tfrac13\cdot\tfrac35\,n_\sigma k_\sigma^2$. Then
\begin{equation}
D=\frac am\left[n-\frac{4\,(n_\uparrow\varepsilon_{F\uparrow}-n_\downarrow\varepsilon_{F\downarrow})}{5\Delta}\right],
\label{Dpar}
\end{equation}
which for saturation is $D=a(1-4\varepsilon_{F\uparrow}/5\Delta)$. For partial polarization write $k_{\uparrow,\downarrow}=\bar k(1\pm\delta)$, $\delta=(k_\uparrow-k_\downarrow)/(k_\uparrow+k_\downarrow)$. In units of $\bar k^3/6\pi^2$, $n=2+6\delta^2$ and $m=6\delta+2\delta^3$; further $k_\uparrow^5-k_\downarrow^5=\bar k^5(10\delta+20\delta^3+2\delta^5)$ and $\Delta=4a\bar k^2\delta$, so the subtracted term is $2+4\delta^2+\tfrac25\delta^4$ and
\begin{equation}
D=a\,\frac{\delta\,(1-\delta^2/5)}{3+\delta^2}.
\label{Ddelta}
\end{equation}
This is positive for $0<\delta\le1$. It vanishes as $a\delta/3\simeq a\zeta/9$ at the onset of order and reaches $a/5$ at $\delta=1$, where it joins the saturated formula at $\Delta=\varepsilon_{F\uparrow}$. For $\Delta\to\infty$, $D\to a$ within RPA. This limit belongs to the single-pair truncation: at strong coupling the flipped electron avoids the majority electrons instead of paying $gn$, and the saturated state can be unstable against a single spin flip although every RPA mode is positive.

\section{The bare susceptibility in closed form}

Split $\chi_0$ into its two Fermi spheres and take $\mathbf q$ along an axis with component $u$ of the integration variable. In the $\uparrow$ sphere the denominator is $\Delta+aq^2+2aqu-z=2aq(u-\kappa_\uparrow)$. In the $\downarrow$ sphere the variable is $\mathbf p=\mathbf k+\mathbf q$, $\varepsilon_{\mathbf p}-\varepsilon_{\mathbf p-\mathbf q}=2aqu-aq^2$, and the denominator is $2aq(u-\kappa_\downarrow)$, where
\begin{equation}
\kappa_\uparrow=\frac{z-\Delta-aq^2}{2aq},\qquad\kappa_\downarrow=\frac{z-\Delta+aq^2}{2aq}=\kappa_\uparrow+q .
\end{equation}
A slice of a sphere of radius $k$ at height $u$ has area $\pi(k^2-u^2)$, so each sphere gives $[\pi/(8\pi^3\cdot2aq)]\,F$ with $F=\int_{-k}^k du\,(k^2-u^2)/(u-\kappa)$. Writing $k^2-u^2=(k^2-\kappa^2)-(u-\kappa)(u+\kappa)$ and using $\int_{-k}^k(u+\kappa)\,du=2k\kappa$,
\begin{align}
\chi_0&=\frac{F(k_\uparrow,\kappa_\uparrow)-F(k_\downarrow,\kappa_\downarrow)}{16\pi^2aq},\label{closed}\\
F(k,\kappa)&=(k^2-\kappa^2)\big[\ln(k-\kappa)-\ln(-k-\kappa)\big]-2k\kappa .
\end{align}
For $\mathrm{Im}\,\kappa>0$ both arguments lie below the real axis and the principal logarithm applies. On the real axis the bracket is $\ln|(\kappa-k)/(\kappa+k)|$, plus $i\pi$ when $|\kappa|<k$, because then $k-\kappa$ has phase $0$ and $-k-\kappa$ has phase $-\pi$. With $(y)_+=\max(y,0)$,
\begin{equation}
\mathrm{Im}\,\chi_0=\frac{(k_\uparrow^2-\kappa_\uparrow^2)_+-(k_\downarrow^2-\kappa_\downarrow^2)_+}{16\pi aq}.
\label{im}
\end{equation}
Where both terms are present and $\Delta=a(k_\uparrow^2-k_\downarrow^2)$, the numerator is $\Delta/a+q(\kappa_\uparrow+\kappa_\downarrow)=\Delta/a+(\hbar\omega-\Delta)/a$, so $\mathrm{Im}\,\chi_0=\hbar\omega/(16\pi a^2q)$. When this window contains $\omega=0$ it is the Landau damping of slow spin fluctuations. As a check, the unpolarized static limit has $\kappa_{\uparrow,\downarrow}=\mp q/2$ and $F\simeq-4k_F\kappa$, so $\chi_0\to k_F/4\pi^2a$, the density of states per spin, and $g\chi_0=3r/4$ reaches unity at the onset $r=4/3$ found above.

The self-consistent field has led to the same susceptibility, and for the parabolic band the mean-field state, the stiffness $D$ and $\chi_0$ are now known in closed form. The boundaries of the Stoner continuum, the weight and end of the magnon pole, and the worked example remain.
